\section*{Swing of a Lorentzian-broadened sheet-to-sheet tunnelling transistor}

\section*{Problem}

A tunnelling transistor consists of two parallel sheets separated by a thin insulator. Electrons pass from a valence sheet with band top $E_v$ to a conduction sheet with band bottom $E_c$. Both bands are parabolic, with in-plane masses $m_v$ and $m_c$. The gate moves $E_c$ and leaves $E_v$ fixed. Define the detuning $\delta=E_c-E_v$, positive when the bands do not overlap.

Assume that the tunnelling matrix element $M$ is constant, that in-plane momentum is conserved, that the valence sheet is full and the conduction sheet empty, and that gating is ideal, $d\delta=-q\,dV_G$ with $q>0$.

\begin{enumerate}
\item Find the current against $\delta$ for perfectly sharp states. What changes if the two band extrema are separated by an in-plane wavevector $\mathbf Q$?
\item Give the states of each sheet a Lorentzian energy distribution with constant half widths at half maximum $\gamma_c$ and $\gamma_v$. Find the current.
\item Find the swing $S=|dV_G/d\log_{10}I|$ and its behaviour far below alignment.
\item Compare $S$ with the thermionic limit $S_{\rm th}=\ln 10\,kT/q$. When is there a range with $S<S_{\rm th}$, and where does it end?
\item Evaluate the results at 300 K for $\gamma_c=\gamma_v=5$ meV, $m_c=0.45\,m_0$ and $m_v=0.40\,m_0$, roughly the regime of a rotationally aligned MoS$_2$/WSe$_2$ pair separated by hBN. Estimate the effect of Fermi occupations, imperfect gating and the spacer barrier.
\end{enumerate}

\section*{Solution}

\subsection*{1. The sharp onset}

A transition at wavevector $\mathbf k$ requires equal energies in the two sheets. Their difference is
\begin{equation}
E_c+\frac{\hbar^2k^2}{2m_c}-\left(E_v-\frac{\hbar^2k^2}{2m_v}\right)
=\delta+\varepsilon,\qquad
\varepsilon=\frac{\hbar^2k^2}{2\mu},\qquad
\frac1\mu=\frac1{m_c}+\frac1{m_v}.
\end{equation}
With $g$ spin and valley channels, the golden rule gives the current per area
\begin{equation}
I=qg\frac{2\pi}{\hbar}|M|^2\int\frac{d^2k}{(2\pi)^2}\,\delta_{\rm D}(\delta+\varepsilon),
\end{equation}
where $\delta_{\rm D}$ is the Dirac function. Since $d^2k=2\pi k\,dk$ and $d\varepsilon=\hbar^2k\,dk/\mu$,
\begin{equation}
\frac{d^2k}{(2\pi)^2}=\frac{k\,dk}{2\pi}=\frac{\mu}{2\pi\hbar^2}\,d\varepsilon .
\end{equation}
The joint density of states is constant, so
\begin{equation}
I=I_0\int_0^\infty d\varepsilon\,\delta_{\rm D}(\delta+\varepsilon)
=I_0\,\theta(-\delta),\qquad I_0=\frac{qg\mu|M|^2}{\hbar^3}.
\end{equation}
The current is a step at alignment.

If the conduction minimum lies at $\mathbf Q$, the kinetic part of the energy difference becomes
\begin{align}
\frac{\hbar^2|\mathbf k-\mathbf Q|^2}{2m_c}+\frac{\hbar^2k^2}{2m_v}
&=\frac{\hbar^2}{2\mu}\left|\mathbf k-\frac{\mu}{m_c}\mathbf Q\right|^2
+\frac{\hbar^2Q^2}{2}\left(\frac1{m_c}-\frac{\mu}{m_c^2}\right)\nonumber\\
&=\frac{\hbar^2}{2\mu}\left|\mathbf k-\frac{\mu}{m_c}\mathbf Q\right|^2
+\frac{\hbar^2Q^2}{2(m_c+m_v)},
\end{align}
because $1-\mu/m_c=m_c/(m_c+m_v)$. Moving the origin of $\mathbf k$ does not change the integral. The step keeps its height and shifts by the last term, which is absorbed into $\delta$ below.

\subsection*{2. The broadened current}

Let $L_\gamma(x)=(\gamma/\pi)/(x^2+\gamma^2)$. For states centred at $e_c$ and $e_v$, the energy-conserving function is replaced by the overlap of their distributions:
\begin{equation}
\int_{-\infty}^{\infty}dE\,L_{\gamma_c}(E-e_c)L_{\gamma_v}(E-e_v)
=L_\Gamma(e_c-e_v),\qquad \Gamma=\gamma_c+\gamma_v .
\end{equation}
The widths add because the Fourier transform of $L_\gamma$ is $e^{-\gamma|t|}$, and a convolution multiplies the transforms. Full and empty occupations allow the integral to cover all $E$.

With $e_c-e_v=\delta+\varepsilon$ and $x=\delta+\varepsilon$,
\begin{equation}
\frac{I}{I_0}=\int_\delta^\infty\frac{\Gamma/\pi}{x^2+\Gamma^2}\,dx
=\frac1\pi\left[\frac\pi2-\arctan\frac\delta\Gamma\right]
=\frac1\pi\,\mathrm{arccot}\frac\delta\Gamma ,
\label{eq:current}
\end{equation}
where arccot lies between $0$ and $\pi$. The current is $I_0/2$ at alignment and tends to $I_0$ for strong overlap. For $\delta\gg\Gamma$ it is $I_0\Gamma/(\pi\delta)$, an algebraic tail.

\subsection*{3. The swing}

Differentiating the lower limit in \eqref{eq:current} gives
\begin{equation}
\frac{dI}{d\delta}=-\frac{I_0}{\pi}\frac{\Gamma}{\delta^2+\Gamma^2}.
\end{equation}
Ideal gating gives $dI/dV_G=-q\,dI/d\delta>0$. Since $d\log_{10}I=dI/(I\ln10)$,
\begin{equation}
S=\frac{\ln10\; I}{dI/dV_G}
=\frac{\ln10}{q}\,\frac{\delta^2+\Gamma^2}{\Gamma}\,
\mathrm{arccot}\frac\delta\Gamma .
\label{eq:swing}
\end{equation}
For $\delta>0$, $\mathrm{arccot}(\delta/\Gamma)=\arctan(\Gamma/\delta)$. Expanding for $\delta\gg\Gamma$,
\begin{align}
\frac{\delta^2+\Gamma^2}{\Gamma}\left(\frac\Gamma\delta-\frac{\Gamma^3}{3\delta^3}+\dots\right)
&=\delta+\frac{\Gamma^2}{\delta}-\frac{\Gamma^2}{3\delta}+\dots\nonumber\\
&=\delta+\frac{2\Gamma^2}{3\delta}+\dots,
\end{align}
and therefore
\begin{equation}
S=\frac{\ln10}{q}\left(\delta+\frac{2\Gamma^2}{3\delta}+\dots\right).
\label{eq:linear}
\end{equation}
The swing grows linearly with detuning, and its leading term does not contain $\Gamma$. The width sets the height of the tail, not its logarithmic slope. As $\Gamma\to0$ at fixed $\delta>0$, the sharp step returns because the tail current vanishes, although its swing remains $\ln10\,\delta/q$. In the tail, a tenfold reduction of current needs a tenfold increase of detuning.

This growth comes from the Lorentzian shape. For a Gaussian of standard deviation $\sigma$, the tail integral for $\delta\gg\sigma$ is
\begin{equation}
\int_\delta^\infty e^{-x^2/2\sigma^2}dx\simeq\frac{\sigma^2}{\delta}e^{-\delta^2/2\sigma^2},
\qquad S\simeq\frac{\ln10}{q}\frac{\sigma^2}{\delta},
\end{equation}
so the swing falls with detuning. More generally, a tail $I\propto\delta^{-n}$ gives $S=\ln10\,\delta/(nq)$. Linear growth thus needs an algebraic tail, and the coefficient found here needs lifetimes that stay constant deep in the gap.

\subsection*{4. Comparison with the thermionic limit}

For $x>0$, the function $\arctan x-x/(1+x^2)$ vanishes at $x=0$ and has derivative
\begin{equation}
\frac1{1+x^2}-\frac{1-x^2}{(1+x^2)^2}=\frac{2x^2}{(1+x^2)^2}>0 .
\end{equation}
Hence $\arctan x>x/(1+x^2)$. Setting $x=\Gamma/\delta$ in \eqref{eq:swing} gives
\begin{equation}
S>\frac{\ln10}{q}\,\delta\qquad(\delta>0).
\end{equation}
Within this model, $S>S_{\rm th}$ for every $\delta\ge kT$, whatever the width.

To find whether $S$ is ever smaller than $S_{\rm th}$, write $u=\delta/\Gamma$ and $S=(\ln10\,\Gamma/q)\,G(u)$ with
\begin{equation}
G=(1+u^2)\,\mathrm{arccot}\,u,\qquad G'=2u\,\mathrm{arccot}\,u-1 .
\end{equation}
For $u\le0$, $G'<0$. For $u>0$, the derivative of $2u\,\mathrm{arccot}\,u$ is $2[\mathrm{arccot}\,u-u/(1+u^2)]$, which is positive by the same inequality. That product rises from 0 to 2, so $G'$ has one zero, the minimum of $G$. Solving $2u\,\mathrm{arccot}\,u=1$ numerically gives $u=0.429$, where
\begin{equation}
G_{\min}=\frac{1+u^2}{2u}=1.380 .
\end{equation}
A sub-thermionic window therefore exists if and only if $\Gamma<kT/1.380$. For $\Gamma\ll kT$, \eqref{eq:linear} places its off-side edge at
\begin{equation}
\delta_{\rm off}\simeq kT-\frac{2\Gamma^2}{3kT}.
\end{equation}
In the same limit the current at this edge is about $I_0\Gamma/(\pi kT)$. At the other edge $G\simeq\pi u^2$, so $u\simeq-\sqrt{kT/\pi\Gamma}$ is large and negative and the current is close to $I_0$. The window then spans about $\log_{10}(\pi kT/\Gamma)$ decades: a width ten times smaller gains one decade.

\subsection*{5. Numbers and corrections}

At 300 K, $kT=25.85$ meV and $S_{\rm th}=59.5$ mV/dec. The total half width is $\Gamma=5+5=10$ meV, below the limiting value $25.85/1.380=18.7$ meV. The smallest swing is $2.303\times1.380\times10=31.8$ mV/dec, at $\delta=4.3$ meV.

Solving $S=S_{\rm th}$ numerically gives window edges at $-5.1$ and $23.1$ meV; the estimate for the latter is $25.85-2.58=23.3$ meV. The current falls from $0.651I_0$ to $0.130I_0$ across the window, or $\log_{10}(0.651/0.130)=0.70$ decade. The swing is sub-thermionic over less than one decade of current. From \eqref{eq:current}, $I/I_0=0.1$ requires $\delta=\Gamma\cot(0.1\pi)=31$ meV, while $I/I_0=0.01$ requires 318 meV.

\paragraph{Occupations.} Measure $E$ from the valence top, place the source Fermi level there, and apply a drain bias $V_D=0.5$ V. The current is then proportional to
\begin{equation}
\int dE\int_0^\infty d\varepsilon\,
L_{\gamma_c}\!\left(E-\delta-\frac{\mu}{m_c}\varepsilon\right)
L_{\gamma_v}\!\left(E+\frac{\mu}{m_v}\varepsilon\right)
\left[f(E)-f(E+qV_D)\right],
\end{equation}
with $f(E)=1/(e^{E/kT}+1)$. The $\varepsilon$ integral was done analytically, the $E$ integral by quadrature and the slope by finite differences. Swings are in mV/dec:

\begin{center}
\begin{tabular}{rrrr}
$\delta$ (meV) & $\ln10\,\delta/q$ & Eq.~\eqref{eq:swing} & with occupations\\
20 & 46.1 & 53.4 & 46.3\\
50 & 115.1 & 118.2 & 106.0\\
100 & 230.3 & 231.8 & 224.4\\
200 & 460.5 & 461.3 & 423.2
\end{tabular}
\end{center}

Occupations lower the swing at these detunings but leave its growth nearly linear up to 200 meV; further out it falls below the linear law, with 590 against 691 mV/dec at 300 meV. The thermionic crossing moves to 27.5 meV, slightly above $kT$, so the strict bound of part 4 does not carry over to these occupations.

\paragraph{Gate coupling.} Take a 2.0 nm oxide of relative permittivity 20 between the gate and the conduction sheet, and a 1.3 nm spacer of permittivity 3.5 between the two sheets. Their capacitances $\epsilon_0\epsilon_r/d$ are $C_{\rm ox}=8.85$ and $C_{\rm sp}=2.38\ \mu$F/cm$^2$. If the conduction sheet is empty of charge and the valence sheet is held at fixed potential, the potential of the conduction sheet follows that of the gate by the fraction
\begin{equation}
\alpha=\frac{C_{\rm ox}}{C_{\rm ox}+C_{\rm sp}}=\frac{8.85}{8.85+2.38}=0.788 .
\end{equation}
Now $d\delta=-q\alpha\,dV_G$, so every swing is divided by $\alpha$. With unit occupations the minimum becomes 40.3 mV/dec and the crossing moves down to 16.6 meV. This is a favourable estimate: with its Fermi level at the band top, the valence sheet has, for two valleys with one spin each, a finite quantum capacitance $\tfrac12q^2m_v/(\pi\hbar^2)$ of about 13.4 $\mu$F/cm$^2$ and also moves with the gate, which would lower the fraction for $\delta$ to about 0.69.

\paragraph{Spacer barrier.} Assume a flat-band interlayer gap of 1.0 eV, a spacer conduction edge that lies 2.2 eV above $E_c$ at the conduction sheet, and tunnelling below this edge with mass $0.5\,m_0$. For an electron at the valence top, the barrier varies linearly from 3.2 eV at the valence sheet to $2.2\ \mathrm{eV}+\delta$ at the conduction sheet. Let $T=\exp[-2\int\kappa\,dx]$ be its WKB transmission factor, where $\kappa$ is the decay constant. Numerically, $-d\ln T/d\delta=1.46$ eV$^{-1}$ at $\delta=100$ meV. This adds to the slope with occupations, $2.303/0.2244=10.26$ eV$^{-1}$, and the combined swing is
\begin{equation}
S=\frac{2.303}{0.788\,(10.26+1.46)}\ \mathrm{V/dec}\simeq250\ \mathrm{mV/dec}.
\end{equation}
Here $T$ is taken at the valence top for every electron. Letting it vary with the transfer energy $E$ inside the current integral gives about 223 mV/dec instead. At this detuning the corrections partly cancel, and the swing stays far above the thermionic limit.

\paragraph{The real case.} The masses, gap, barriers and permittivities are rough values for the named materials. The two lattice constants are near $a=0.32$ nm and differ by roughly $\Delta a=0.012$ nm. The band extrema lie at the zone corners, a distance $4\pi/(3a)$ from the zone centre, so in aligned sheets $Q\simeq(4\pi/3)\,\Delta a/a^2\simeq0.49$ nm$^{-1}$ and the onset shifts by about 11 meV. With Fermi occupations the offset is not purely a shift; with $\delta$ measured from the shifted onset, it also lowers the tabulated swings by 1 to 4 per cent. Closing the gap across the spacer needs $1.0\ \mathrm V/1.3\ \mathrm{nm}=7.7$ MV/cm, uncomfortably close to a rough hBN breakdown field of 10 MV/cm. Without a second gate below the valence sheet, that sheet must then carry a net negative charge of about $1.5\times10^{13}$ elementary charges per cm$^2$, so keeping its Fermi level at the band top requires acceptor doping. The single-band WKB factor at alignment is only $2\times10^{-7}$. This treatment is crude, because 3.2 eV below the conduction edge is past the middle of the hBN gap, $E_g\approx6$ eV. For a barrier height $b$, replacing $b$ by $b(1-b/E_g)$ in $\kappa^2$ includes the valence band of the spacer. The factor is then about $10^{-5}$, the barrier slope at 100 meV falls from 1.46 to 0.26 eV$^{-1}$, and the combined swing rises to about 278 mV/dec. Either factor strongly suppresses the on-current.

The chosen linewidth is also favourable. If every scattering event relaxes momentum, the mobility is $q\hbar/(2\gamma_cm_c)=257$ cm$^2$/Vs, high for such sheets at room temperature. A mobility of 100 cm$^2$/Vs would mean $\gamma_c=5\times257/100\simeq12.9$ meV. With the same width in the other sheet, $\Gamma\simeq26$ meV exceeds 18.7 meV: the window disappears, and the ideal-gating minimum rises to $31.8\times2.57\simeq82$ mV/dec.

The least secure assumption is the tail itself. A Gaussian with the same 10 meV half width has $\sigma=10/\sqrt{2\ln2}=8.5$ meV and, with unit occupations and ideal gating, a swing of 1.65 mV/dec at 100 meV instead of 232. The far swing therefore probes how the density of states decays into the gap. Trap-assisted current and gate leakage, both omitted here, can hide that decay in a real device.

Numbers in the example were calculated in double precision.
